# Effective sample numbers for coarse-grained, time-averaged particle-in-cell densities, part 2

How many independent Poisson counts, $N_{\rm eff}=n_0^2/\mathrm{Var}(\bar n)$, is a particle-in-cell density average $\bar n$ with mean $n_0$ worth? A uniform one-dimensional plasma in a periodic box of length $B$ has $N$ Maxwellian electron macroparticles and $N$ frozen ions. The electron and ion temperatures $T_e$, $T_i$ are in energy units. The electron thermal speed is $v=(T_e/m)^{1/2}$, the plasma frequency $\omega_p$ and the Debye length $\lambda=v/\omega_p$. A fine cell of width $h$ holds $N_c$ electrons on average, a coarse cell of width $L=Mh$ holds $N_L=NL/B$. The average takes $K$ snapshots $\Delta t$ apart, so $T=K\Delta t$.

At wave number $k=2\pi p/B$ the electron amplitude is $r_k=\sum_ie^{-ikx_i}$ and the ion amplitude $b_k$, with $S_i=\langle|b_k|^2\rangle/N$. The spatial weight is $W_k=\operatorname{sinc}(kL/2)\operatorname{sinc}(kh/2)$, where $\operatorname{sinc}x=\sin x/x$. The field coupling is $a_k=\operatorname{sinc}^4(kh/2)/(k\lambda)^2$, or zero above the grid cutoff $\pi/h$. Free streaming gives $g_k(t)=\int f_Me^{-ikut}du=e^{-k^2v^2t^2/2}$, with $f_M(u)$ the normalized Maxwellian in velocity $u$.

For one snapshot of independent electrons,

$$
\left.\frac{\mathrm{Var}(\bar n)}{n_0^2}\right|_{\rm indep}
=\frac{1-1/(3M)}{MN_c}-\frac1N . \tag{2}
$$

Write $r_k=\mu_k+\delta_k$, with $\mu_k$ the mean for given ions and $\langle\delta_k(t)\delta_k^*(0)\rangle=NC_k(t)$. The first derivation, from canonical equilibrium, gave

$$
A_k=\frac1K\left[C_k(0)+2\sum_{m=1}^{K-1}
\left(1-\frac mK\right)C_k(m\Delta t)\right], \tag{3}
$$

$$
\mu_k=(1-S_k)b_k,\qquad C_k(0)=S_k,\qquad S_k=\frac1{1+a_k}, \tag{6}
$$

$$
C_k(t)=S_kg_k(t)+a_k\int_0^tg_k'(t-s)C_k(s)ds , \tag{8}
$$

$$
\frac{\mathrm{Var}(\bar n)}{n_0^2}
=\frac1N\sum_{p\ne0}W_k^2
\left[A_k+(1-S_k)^2S_i\right]. \tag{9}
$$

Random ions have $S_i=1$. Ions held at $T_i$ by a strong bath have

$$
S_i=\frac{1+a_k}{1+a_k+a_kT_e/T_i}. \tag{7}
$$

For long windows $A_k\to2J/T$, where $J=\int_0^\infty C_kdt$ and, for $k>0$,

$$
J=S_k^2\int_0^\infty g_kdt=\sqrt{\frac\pi2}\,\frac{S_k^2}{kv}. \tag{10}
$$

For $L\gg\lambda$ the fixed-ion part then gives

$$
N_{\rm eff}\to N_L\frac L\lambda\sqrt{\frac\pi2}\,\omega_pT . \tag{12}
$$

The second derivation perturbs the straight orbits of initially uncorrelated electrons, whose free amplitude is $r_k^{(0)}$:

$$
r_k(t)=r_k^{(0)}(t)+a_k\int_{-\infty}^tg_k'(t-s)
\left[r_k(s)-b_k\right]ds . \tag{13}
$$

Its constant part reproduces $\mu_k$.

### Spectrum of the electron part

The remainder $\delta_k=r_k-\mu_k$ obeys (13) without $b_k$. In frequency, each component of the free amplitude is divided by the dielectric function

$$
\varepsilon(\omega)=1-a_k\int_0^\infty g_k'(t)e^{i\omega t}dt
=1+a_k\left[1+i\omega\theta(\omega)\right],
$$

where $\theta(\omega)=\int_0^\infty g_ke^{i\omega t}dt$ and the second form follows by parts. Uncorrelated electrons on straight orbits have correlation $Ng_k(t)$, whose spectrum is $2N\operatorname{Re}\theta$. Per electron, the spectrum of $\delta_k$ is therefore

$$
P_k(\omega)=\frac{2\operatorname{Re}\theta(\omega)}{|\varepsilon(\omega)|^2},
\qquad
2\operatorname{Re}\theta=\frac{\sqrt{2\pi}}{kv}
e^{-\omega^2/(2k^2v^2)}\quad(k>0). \tag{14}
$$

Averaging $K$ snapshots multiplies each component by the mean of $K$ phase factors. The electron part of the variance is thus

$$
A_k=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}P_k(\omega)
\left[\frac{\sin(K\omega\Delta t/2)}{K\sin(\omega\Delta t/2)}\right]^2 . \tag{15}
$$

The bracket squared is a low-pass filter that repeats at multiples of $2\pi/\Delta t$. Its area over one repeat, divided by $2\pi$, is $1/(K\Delta t)=1/T$, because only equal snapshots survive the frequency integral. For a long window with negligible weight in the repeats, $A_k\to P_k(0)/T$. As $\varepsilon(0)=1+a_k$,

$$
A_k\to\frac{\sqrt{2\pi}}{kvT}S_k^2, \tag{16}
$$

in agreement with (10). A long average thus measures the noise at zero frequency, where each electron is reduced in amplitude by its static screening.

### Agreement at every lag

The two derivations must also agree for short windows. Since $\varepsilon^*=1+a_k-i\omega a_k\theta^*$,

$$
\operatorname{Re}(\theta\varepsilon^*)
=(1+a_k)\operatorname{Re}\theta-a_k\operatorname{Re}(i\omega|\theta|^2)
=(1+a_k)\operatorname{Re}\theta ,
$$

because $i\omega|\theta|^2$ is imaginary. Dividing by $(1+a_k)|\varepsilon|^2$ turns (14) into

$$
P_k=\Gamma+\Gamma^*,\qquad
\Gamma(\omega)=\frac{S_k\theta(\omega)}{\varepsilon(\omega)} . \tag{17}
$$

All modes are damped in the Maxwellian plasma, so $\Gamma$ is analytic in the upper half of the $\omega$ plane and on the real axis. When the spectrum is transformed back with $e^{-i\omega t}$ for $t>0$, the contour closes in the lower half plane, where $\Gamma^*$ is analytic and contributes nothing. Hence $\Gamma$ is the one-sided transform of $C_k(t)$. The relation $\varepsilon\Gamma=S_k\theta$ is then the one-sided transform of (8).

The value at zero lag follows from the behaviour $\Gamma\to iS_k/\omega$ at large $\omega$. The large upper semicircle contributes $-\pi S_k$ to a closed integral that vanishes, so the integral along the real axis is $\pi S_k$. Then $C_k(0)=(2\pi)^{-1}\int P_kd\omega=S_k$. The spectrum therefore reproduces the equal-time variance that the first derivation took from the Boltzmann factor, and (15) equals (3).

### What each derivation assumes

The first derivation assumes that positions and velocities have reached canonical equilibrium at one temperature, and that an energy function governs the modes. It gives $S_k$ at once, without following any motion. The second assumes uncorrelated electrons in the remote past and enough damping since then to erase the start. It does not need equilibrium between field and particles. The same orbit method can be used with another stable, smooth velocity distribution, but $g_k$, the response and the spectrum then change, and (8) with $S_k=1/(1+a_k)$ is no longer guaranteed.

Both require small fluctuations, frozen ions, a uniform plasma and weak aliasing. For long windows, both also require an ion field too weak to disturb the slow electrons. Both also describe a run after its start-up. Electrons loaded at random, independently of the ions, begin with $\langle|r_k-\mu_k|^2\rangle=N[1+(1-S_k)^2S_i]$, whereas (6) requires $NS_k$. The difference is large at long wavelength. At long wavelength this excess rings as plasma oscillations until it is damped, and the variance of single snapshots taken during that time is not given by (9). Averaging over many oscillations suppresses the excess.

Velocity-changing collisions can be included simply. Let collisions at rate $\nu$ redraw velocities from the Maxwellian. Either no collision has occurred by time $t$, or the first occurs at $s$ and the motion restarts. The new streaming function $G_k$ obeys

$$
G_k(t)=e^{-\nu t}g_k(t)+\nu\int_0^te^{-\nu s}g_k(s)G_k(t-s)ds .
$$

Integrating over time gives $\int_0^\infty G_kdt=I/(1-\nu I)$, with $I=\int_0^\infty e^{-\nu t}g_kdt$. These collisions leave $f_M$ unchanged, so the initial rate of change of a Maxwellian density wave is still $-ikuf_M$. The field response is therefore $a_kG_k'$, and (10) holds with $g_k$ replaced by $G_k$.

### A small particle simulation

A simulation that keeps the nonlinear and aliasing terms tests the theory to within its sampling scatter, but only for windows of $20/\omega_p$. It used $B=12\lambda$, 32 fine cells and $L=3\lambda$. Eight separate boxes each held 1200 electrons and 1200 frozen random ions. The time step was $0.1/\omega_p$, and densities were recorded every $0.5/\omega_p$. After $100/\omega_p$ had been discarded, 50 windows of 40 records were averaged. Fluctuations were taken about the long-time mean of each box, with a factor $50/49$ in the window variance for the removed mean. For the theory, (8) was solved by the trapezoid rule.

Multiplied by $N$, the one-snapshot variance was 1.14 in the simulation and 1.13 in the theory. Independent particles would give 2.83. The variance of the window averages was 0.058 in the simulation and 0.060 in the theory. The electron response $1-S_k$ to the ions was 0.784 in both for the longest mode. For the second mode it was 0.458 in the simulation and 0.471 in the theory. The cause of that last difference, whether sampling scatter or a neglected term, was not separated.

### A processing-plasma example

Take rough values for the bulk of a low-pressure capacitive reactor: electron density $10^{10}\ \mathrm{cm^{-3}}$, $T_e=3$ eV, gas pressure 10 mTorr and drive frequency 13.56 MHz. Then $\lambda=0.129$ mm and $\omega_p=5.64$ rad/ns. One radio-frequency period is $T=73.7$ ns, so $\omega_pT=416$. The box is 20 mm long, with $h=0.05$ mm, $L=1$ mm and 50 electrons per fine cell. Hence $M=20$, $N_L=1000$ and $N=50\times400=20000$. The density is averaged over all 2000 steps of the period.

For independent electrons, (2) gives the one-snapshot variance

$$
\frac{1-1/60}{1000}-\frac1{20000}=9.33\times10^{-4},
\qquad N_{\rm eff}=1071 .
$$

Let $K_{\rm eff}$ be the one-snapshot variance divided by the variance of the time average. Summing free-streaming modes over the period gives $K_{\rm eff}=24$, so even non-interacting electrons supply far fewer than 2000 independent snapshots.

With screening and fixed ions, the linear mode sum gives $N_{\rm eff}=8.7\times10^3$ for one snapshot and $3.99\times10^6$ for the period, using (16). The figure for the period belongs to a smooth ion background; with random ions the true value can be several times smaller. The wide-cell limit (12) gives

$$
1000\times\frac{1}{0.1288}\times1.253\times416
\approx4.05\times10^6 .
$$

In the same linear estimate $K_{\rm eff}=457$, and the two-sided correlation time is $T/K_{\rm eff}=0.16$ ns.

These large numbers describe scatter about the density belonging to one ion configuration. If the aim is the underlying uniform density, the ion-driven part must be included. Three ion states, with everything else held fixed, give:

| Ion state | $N_{\rm eff}$, one period | $K_{\rm eff}$ | Relative error |
|---|---:|---:|---:|
| Random, $S_i=1$ | 1320 | 1.15 | 2.7% |
| Relaxed at $T_i=T_e$ | 2560 | 1.29 | 2.0% |
| Relaxed at $T_i=0.03$ eV, strong bath | $1.2\times10^5$ | 14.7 | 0.29% |

The arithmetic for random ions shows what limits the average. The total variance is $1/1323=7.56\times10^{-4}$, while the linear fixed-ion part is $1/(3.99\times10^6)=2.5\times10^{-7}$. Even several times this value would be negligible in the total. With the ions held frozen, nearly all of the remaining error is their imprint, which more snapshots within the period cannot remove. More macroparticles can. At fixed plasma parameters, grid and box, every term of (9) scales as $1/N$. Reducing the 2.7% error to 1% therefore needs about $2.749^2\approx7.6$ times as many electrons and ions.

Longer averaging helps once the ions move. For a round ion mass of 30 atomic mass units, the ion-sound speed $(T_e/m_i)^{1/2}$ carries a disturbance 0.23 mm in one period, which is less than $L$. Let the relaxed cold-ion modes oscillate at $\Omega=k(T_e/m_i)^{1/2}/(1+k^2\lambda^2)^{1/2}$. Their variance in the window is then multiplied by $\operatorname{sinc}^2(\Omega T/2)$, which lowers the cold-ion floor by 2%. This estimate does not apply to freshly loaded random ions, which are not stationary. Over many periods the frozen-ion formula fails for all three states, and the ion correlation time must be included.

Three other corrections to the linear fixed-ion variance were estimated and are small here. The effect of a random ion field on slow electrons is not among them and can be much larger. With a rough electron–neutral cross-section of $10^{-15}\ \mathrm{cm^2}$, gas at 300 K and the mean electron speed, $\nu=37\ \mathrm{\mu s^{-1}}$. The collisional form of (10) then raises this variance by 0.5%. Sampling once per time step instead of continuously changes it by 0.01%; the integration error of the particle motion is not included in this figure. A weakly damped plasma oscillation adds at most $4S_k/(\omega_pT)^2$ to $A_k$ if its frequency is taken as $\omega_p$. Summed over $k\lambda<0.3$, this bound is 0.15% of the fixed-ion variance.

The chosen density, temperature, pressure and frequency are rough values, and a real discharge is not a uniform periodic plasma. It has sheaths, density gradients, ionization and often non-Maxwellian electrons, and their effect on $N_{\rm eff}$ has not been sized here. For a rough current density of $1\ \mathrm{mA/cm^2}$ the electron drift amplitude is 0.07 mm, small beside the coarse cell. The state of the ions matters far more than the small corrections estimated above: it moves $N_{\rm eff}$ from about $1.3\times10^3$ to $1.2\times10^5$. The upper value is an idealized limit. It needs the strong bath assumed in (7), which gas at 10 mTorr does not supply. With an ion–neutral cross-section of about $10^{-14}\ \mathrm{cm^2}$ the ion collision rate is about $2\times10^5\ \mathrm{s^{-1}}$. The linear steady state, reached after some hundreds of periods, then has $N_{\rm eff}\approx1.3\times10^4$, an error of about 0.9%. In addition, the cold-ion Debye length, $\lambda(T_i/T_e)^{1/2}=0.013$ mm, is not resolved by the 0.05 mm grid. All these figures are numerical noise of macroparticles in one dimension. They are not predictions of measured density fluctuations in a reactor.

For planning a run of this kind, the electron correlation time alone is therefore not a safe guide. If the ion noise is unknown, the random-ion value is the cautious choice among the three states for a window of one period. It is not a strict bound, because $S_i$ can exceed 1 for cold ions with few collisions. A better estimate needs $S_i$ measured from the ion positions of the run itself, taken over many ion configurations and inserted in (9).
